# Terms of the p^3 configuration and the interval ratio in nitrogen: verification in Python

```python
"""Terms of p^3: E(4S)=3F0-15F2, E(2D)=3F0-6F2, E(2P)=3F0.
F0 = Slater integral F^0, F2 = F^2/25, for one common p radial function.
The interval ratio (2P-2D)/(2D-4S) is then 2/3. Nitrogen is the example.
J, K = Coulomb and exchange integrals; s, p = the 2s and 2p orbitals.
Internal energies are in hartree; printed energies are in eV.
The effect of 2p^5 mixing and of a valence full CI is also computed.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo, symm

EV = physical_constants["Hartree energy in eV"][0]


def annihilators(n):
    """Fermion annihilation matrices for n spin orbitals."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for p in range(n):
        matrix = np.eye(1)
        for q in range(n):
            factor = sign if q < p else lower if q == p else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def diagonalize(h, g, n_elec, p_orbs):
    """All states of n_elec electrons: energies, <L^2>, <S^2>."""
    n = len(h)
    a = annihilators(2 * n)
    up, down = a[:n], a[n:]
    E = np.array([[up[i].T @ up[j] + down[i].T @ down[j]
                   for j in range(n)] for i in range(n)])
    one_body = h - 0.5 * np.einsum("ijjl->il", g)
    H = np.einsum("ij,ijab->ab", one_body, E)
    for i in range(n):
        for j in range(n):
            H += 0.5 * E[i, j] @ np.tensordot(g[i, j], E, axes=2)
    L2 = np.zeros_like(H)
    x, y, z = p_orbs
    for i, j in ((x, y), (y, z), (z, x)):
        rotation = E[i, j] - E[j, i]
        L2 -= rotation @ rotation
    s_plus = sum(up[i].T @ down[i] for i in range(n))
    s_z = 0.5 * sum(up[i].T @ up[i] - down[i].T @ down[i]
                    for i in range(n))
    S2 = s_plus.T @ s_plus + s_z @ s_z + s_z
    number = np.diag(sum(E[i, i] for i in range(n)))
    keep = np.where(np.abs(number - n_elec) < 1e-9)[0]
    block = np.ix_(keep, keep)
    energy, vec = np.linalg.eigh(H[block])
    l2 = np.einsum("ai,ab,bi->i", vec, L2[block], vec)
    s2 = np.einsum("ai,ab,bi->i", vec, S2[block], vec)
    return energy, l2, s2


TERMS = {"4S": (0, 1.5), "2D": (2, 0.5), "2P": (1, 0.5)}


def select(states, term):
    """Energies of all states that carry the given L and S."""
    energy, l2, s2 = states
    L, S = TERMS[term]
    match = (np.abs(l2 - L * (L + 1)) < 1e-4)
    match &= (np.abs(s2 - S * (S + 1)) < 1e-4)
    return energy[match]


# Hartree-Fock orbitals of the spherical 4S state
mol = gto.M(atom="N 0 0 0", basis="6-311g*", spin=3,
            symmetry="D2h", verbose=0)
mf = scf.ROHF(mol)
mf.irrep_nelec = {"Ag": (2, 2), "B1u": (1, 0),
                  "B2u": (1, 0), "B3u": (1, 0)}
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.kernel()
assert mf.converged
C_all = np.asarray(mf.mo_coeff)
occ = np.asarray(mf.mo_occ)
orb_energy = np.asarray(mf.mo_energy)
closed = np.where(occ == 2)[0]
closed = closed[np.argsort(orb_energy[closed])]
opened = np.where(occ == 1)[0]
virtual = np.where(occ == 0)[0]
assert len(closed) == 2 and len(opened) == 3
order = np.concatenate([closed[1:], opened, virtual])
C = C_all[:, order]
n_val = C.shape[1]

# Valence integrals in the field of the 1s core
core = C_all[:, closed[0]]
vj, vk = scf.hf.get_jk(mol, 2 * np.outer(core, core))
h = C.T @ (mf.get_hcore() + vj - 0.5 * vk) @ C
g = ao2mo.restore(1, ao2mo.kernel(mol, C), n_val)

# Slater integrals by radial quadrature of the 2p function
on_axis = mol.eval_gto("GTOval_sph", np.array([[0.0, 0.0, 1.0]])) @ C
pz = 1 + int(np.argmax(np.abs(on_axis[0, 1:4])))


def u_squared(r):
    """Squared reduced radial function of 2p, r in bohr."""
    points = np.zeros((r.size, 3))
    points[:, 2] = r.ravel()
    value = mol.eval_gto("GTOval_sph", points) @ C[:, pz]
    return (r.ravel()**2 * value**2 * 4 * np.pi / 3).reshape(r.shape)


node, weight = np.polynomial.legendre.leggauss(200)
r, wr = 7.5 * (node + 1), 7.5 * weight
node, weight = np.polynomial.legendre.leggauss(100)
t, wt = 0.5 * (node + 1), 0.5 * weight
outer = u_squared(r)
inner = u_squared(np.outer(r, t))
assert abs(wr @ outer - 1) < 1e-7


def slater(k):
    return 2 * np.sum(wr * outer * (inner @ (wt * t**k)))


F0, Fsup2 = slater(0), slater(2)
F2 = Fsup2 / 25

# Orbital integrals against the angular formulas
J_same, J_diff, K_pp = g[1, 1, 1, 1], g[1, 1, 2, 2], g[1, 2, 1, 2]
assert abs(J_same - (F0 + 4 * F2)) < 1e-6
assert abs(J_diff - (F0 - 2 * F2)) < 1e-6
assert abs(K_pp - 3 * F2) < 1e-6

# Term formulas against diagonalization over all p^3 determinants
formula = {"4S": 3*F0 - 15*F2, "2D": 3*F0 - 6*F2, "2P": 3*F0}
p_states = diagonalize(np.zeros((3, 3)), g[1:4, 1:4, 1:4, 1:4],
                       3, (0, 1, 2))
degeneracy = {}
for term, expected in formula.items():
    found = select(p_states, term)
    degeneracy[term] = len(found)
    assert np.max(np.abs(found - expected)) < 1e-5
assert degeneracy == {"4S": 4, "2D": 10, "2P": 6}
single = [select(p_states, name).mean() for name in TERMS]


def intervals(levels):
    """2D-4S, 2P-2D and their ratio."""
    first, second = levels[1] - levels[0], levels[2] - levels[1]
    return first, second, second / first


single_result = intervals(single)
assert abs(single_result[2] - 2 / 3) < 1e-5

# Mixing of 2s^2 2p^3 with 2p^5: two-by-two model against full space
h_s, h_p = h[0, 0], h[1, 1]
J_ss, J_sp, K_sp = g[0, 0, 0, 0], g[0, 0, 1, 1], g[0, 1, 0, 1]
E_a = 2*h_s + 3*h_p + J_ss + 6*J_sp - 3*K_sp + 3*F0
E_b = 5*h_p + 10*F0 - 20*F2
coupling = np.sqrt(2) * K_sp
roots, vectors = np.linalg.eigh([[E_a, coupling], [coupling, E_b]])
shell = diagonalize(h[:4, :4], g[:4, :4, :4, :4], 5, (1, 2, 3))
mixed = [select(shell, name).min() for name in TERMS]
assert abs(mixed[0] - (E_a - 15 * F2)) < 1e-5
assert abs(mixed[1] - (E_a - 6 * F2)) < 1e-5
assert abs(mixed[2] - roots[0]) < 1e-5
mixed_result = intervals(mixed)
assert mixed_result[2] < single_result[2]

# Full CI of five valence electrons, 1s frozen
orbsym = np.asarray(symm.label_orb_symm(mol, mol.irrep_id,
                                        mol.symm_orb, C))
sym_z = int(orbsym[pz])
sym_xyz = int(orbsym[1] ^ orbsym[2] ^ orbsym[3])


def full_ci(symmetry):
    solver = fci.direct_spin1_symm.FCISolver(mol)
    solver.conv_tol = 1e-9
    solver.max_cycle = 100
    energy, _ = solver.kernel(h, g, n_val, (3, 2), nroots=2,
                              orbsym=orbsym, wfnsym=symmetry)
    assert np.all(solver.converged)
    return np.sort(np.asarray(energy))


ci_xyz = full_ci(sym_xyz)   # contains 4S and a component of 2D
ci_z = full_ci(sym_z)       # contains components of 2D and 2P
assert abs(ci_xyz[1] - ci_z[0]) < 1e-5
ci_result = intervals([ci_xyz[0], ci_z[0], ci_z[1]])
assert ci_result[0] < single_result[0]
assert ci_result[1] < single_result[1]
assert ci_result[2] < single_result[2]

# Rough measured levels above 4S, two figures each (inputs, eV)
rough_D, rough_P = 2.4, 3.6
rough_ratio = (rough_P - rough_D) / rough_D
ratio_low = (rough_P - 0.05) / (rough_D + 0.05) - 1
ratio_high = (rough_P + 0.05) / (rough_D - 0.05) - 1
assert ratio_high < 2 / 3

print("Nitrogen, ROHF orbitals of 4S, basis 6-311G*")
print(f"F0 = {F0*EV:.3f} eV")
print(f"F^2 = {Fsup2*EV:.3f} eV")
print(f"F2 = F^2/25 = {F2*EV:.4f} eV")
print(f"J same p orbital = {J_same*EV:.3f} eV")
print(f"J different p orbitals = {J_diff*EV:.3f} eV")
print(f"K different p orbitals = {K_pp*EV:.3f} eV")
for name, value in zip(TERMS, single):
    print(f"p-p repulsion {name} = {value*EV:.3f} eV, "
          f"degeneracy {degeneracy[name]}")
print(f"2s-2p exchange K_sp = {K_sp*EV:.3f} eV")
print(f"coupling sqrt(2) K_sp = {coupling*EV:.3f} eV")
print(f"gap E_b - E_a = {(E_b-E_a)*EV:.3f} eV")
print(f"lowering of 2P by 2p^5 = {(E_a-roots[0])*EV:.3f} eV")
print(f"weight of 2p^5 in 2P = {vectors[1, 0]**2:.4f}")
print(f"valence orbitals in full CI = {n_val}")
for label, result in (("single configuration", single_result),
                      ("with 2p^5 mixing", mixed_result),
                      ("frozen-1s full CI", ci_result)):
    print(f"{label}: 2D-4S = {result[0]*EV:.3f} eV")
    print(f"{label}: 2P-2D = {result[1]*EV:.3f} eV")
    print(f"{label}: ratio = {result[2]:.3f}")
print(f"rough measured 2D above 4S = {rough_D:.1f} eV")
print(f"rough measured 2P above 4S = {rough_P:.1f} eV")
print(f"rough measured ratio = {rough_ratio:.2f}")
print(f"ratio range from rounding = {ratio_low:.2f} to {ratio_high:.2f}")
print(f"F2 from rough 2D-4S = {rough_D/9:.2f} eV")
print(f"F2 from rough 2P-2D = {(rough_P-rough_D)/6:.2f} eV")
print("verified")
```

Printed output:

```
Nitrogen, ROHF orbitals of 4S, basis 6-311G*
F0 = 17.912 eV
F^2 = 8.070 eV
F2 = F^2/25 = 0.3228 eV
J same p orbital = 19.203 eV
J different p orbitals = 17.266 eV
K different p orbitals = 0.968 eV
p-p repulsion 4S = 48.893 eV, degeneracy 4
p-p repulsion 2D = 51.798 eV, degeneracy 10
p-p repulsion 2P = 53.735 eV, degeneracy 6
2s-2p exchange K_sp = 3.738 eV
coupling sqrt(2) K_sp = 5.286 eV
gap E_b - E_a = 27.523 eV
lowering of 2P by 2p^5 = 0.980 eV
weight of 2p^5 in 2P = 0.0332
valence orbitals in full CI = 17
single configuration: 2D-4S = 2.905 eV
single configuration: 2P-2D = 1.937 eV
single configuration: ratio = 0.667
with 2p^5 mixing: 2D-4S = 2.905 eV
with 2p^5 mixing: 2P-2D = 0.957 eV
with 2p^5 mixing: ratio = 0.329
frozen-1s full CI: 2D-4S = 2.691 eV
frozen-1s full CI: 2P-2D = 1.144 eV
frozen-1s full CI: ratio = 0.425
rough measured 2D above 4S = 2.4 eV
rough measured 2P above 4S = 3.6 eV
rough measured ratio = 0.50
ratio range from rounding = 0.45 to 0.55
F2 from rough 2D-4S = 0.27 eV
F2 from rough 2P-2D = 0.20 eV
verified
```
